# Computing tiny tunnel splittings from the midpoint Wronskian: a user's guide: verification in Python

```python
"""Tunnel splitting of a symmetric double well from the even-odd Wronskian.

Result under test, for H = -(hbar^2/2m) d2/dx2 + V(x), V even:
  E_odd - E_even = (hbar^2/2m) psi_even(0) psi_odd'(0)
                   / integral_0^inf psi_even psi_odd dx
and its exact counterpart on a Numerov grid.
Model: V = V0 (y^2-1)^2, y = x/a, eps = E/V0, kappa = 2 m V0 a^2/hbar^2,
so psi'' = kappa ((y^2-1)^2 - eps) psi.  root_kappa means sqrt(kappa).
Independent reference: power series of each parity in 160-digit arithmetic.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

mp.mp.dps = 160


def wall_position(root_kappa, action):
    """Point beyond the well where the decay exponent reaches 'action'."""
    return brentq(lambda y: root_kappa * (y - 1)**2 * (y + 2) / 3 - action,
                  1.0, 20.0)


# ---------- double-precision algorithm ----------
def glued_solution(eps, odd, root_kappa, count):
    """Numerov solution glued near the outer turning point.

    Outward start: w_0 = 1 (even) or w_0 = 0, w_1 = 1 (odd).
    Returns psi, energy correction, spacing and half-line norm sum."""
    kappa = root_kappa**2
    h = wall_position(root_kappa, 40.0) / count
    y = h * np.arange(count + 1)
    f = kappa * ((y**2 - 1)**2 - eps)
    g = 1 - h**2 * f / 12
    factor = (2 + h**2 * f / g).tolist()
    match = int(np.sqrt(1 + np.sqrt(eps)) / h)
    w = [0.0] * (count + 1)
    if odd:
        w[1] = 1.0
    else:
        w[0] = 1.0
        w[1] = factor[0] / 2
    for n in range(1, match):
        w[n + 1] = factor[n] * w[n] - w[n - 1]
    inward = [0.0] * (count + 1)
    inward[count - 1] = 1.0
    for n in range(count - 1, match, -1):
        inward[n - 1] = factor[n] * inward[n] - inward[n + 1]
    scale = w[match] / inward[match]
    for n in range(match + 1, count + 1):
        w[n] = scale * inward[n]
    residual = w[match + 1] - factor[match] * w[match] + w[match - 1]
    psi = np.array(w) / g
    norm = np.sum(psi[1:]**2) + psi[0]**2 / 2
    correction = -w[match] * residual / (h**2 * kappa * norm)
    return psi, correction, h, norm


def solve_state(odd, root_kappa, count, level=0):
    eps = 2 * (2 * level + 1) / root_kappa
    for _ in range(40):
        correction = glued_solution(eps, odd, root_kappa, count)[1]
        eps += correction
        if abs(correction) < 1e-12:
            break
    assert abs(correction) < 1e-12
    psi = glued_solution(eps, odd, root_kappa, count)[0]
    nodes = np.sum(psi[1:-2] * psi[2:-1] < 0)
    assert nodes == level
    return eps, psi


def wronskian_ratio(psi_even, psi_odd, root_kappa, count):
    """Discrete Wronskian at the midpoint (equal to 1) over the overlap."""
    h = wall_position(root_kappa, 40.0) / count
    return 1 / (h**2 * root_kappa**2 * np.sum(psi_even[1:] * psi_odd[1:]))


def grid_splitting(root_kappa, count, level=0):
    even = solve_state(False, root_kappa, count, level)[1]
    odd = solve_state(True, root_kappa, count, level)[1]
    return wronskian_ratio(even, odd, root_kappa, count)


def splitting(root_kappa, level=0):
    """Richardson extrapolation of the fourth-order grid results."""
    coarse = grid_splitting(root_kappa, 2000, level)
    fine = grid_splitting(root_kappa, 4000, level)
    return (16 * fine - coarse) / 15


# ---------- 160-digit reference ----------
def series_value(eps, odd, root_kappa, y):
    """Power series with psi(0)=1 (even) or psi'(0)=1 (odd), at y."""
    y = mp.mpf(y)
    y2 = y * y
    front = mp.mpf(root_kappa)**2 * y2
    c0, c2, c4 = front * (1 - eps), -2 * front * y2, front * y2 * y2
    n = 1 if odd else 0
    term = y if odd else mp.mpf(1)
    older, oldest = mp.mpf(0), mp.mpf(0)
    total = term
    small = mp.mpf(10)**(-60)
    while True:
        new = (c0 * term + c2 * older + c4 * oldest) / ((n + 1) * (n + 2))
        oldest, older, term = older, term, new
        total += term
        n += 2
        if abs(term) < small and abs(older) < small and abs(oldest) < small:
            return total


def reference_energy(start, odd, root_kappa):
    wall = wall_position(root_kappa, 70.0)
    e0 = mp.mpf(start)
    e1 = e0 + mp.mpf(10)**(-9)
    f0 = series_value(e0, odd, root_kappa, wall)
    f1 = series_value(e1, odd, root_kappa, wall)
    for _ in range(30):
        step = -f1 * (e1 - e0) / (f1 - f0)
        e0, f0 = e1, f1
        e1 = e1 + step
        if abs(step) < mp.mpf(10)**(-70):
            return e1
        f1 = series_value(e1, odd, root_kappa, wall)
    raise AssertionError("reference energy did not converge")


def reference_pair(root_kappa, level=0):
    start = solve_state(False, root_kappa, 2000, level)[0]
    return (reference_energy(start, False, root_kappa),
            reference_energy(start, True, root_kappa))


# ---------- dense sinc-grid diagonalization ----------
def sinc_hamiltonian(root_kappa, half=110, spacing=0.02):
    index = np.arange(-half, half + 1)
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    kinetic = np.where(diff == 0, np.pi**2 / 3,
                       2 * (1.0 - 2 * (np.abs(diff) % 2)) / safe**2)
    y = spacing * index
    return (kinetic / (spacing**2 * root_kappa**2)
            + np.diag((y**2 - 1)**2)), y


def dense_midpoint_value(root_kappa, half=110, spacing=0.02):
    """Normalized even ground state at y=0 from a dense even-parity block."""
    matrix, _ = sinc_hamiltonian(root_kappa, half, spacing)
    basis = np.zeros((2 * half + 1, half + 1))
    basis[half, 0] = 1
    for n in range(1, half + 1):
        basis[half + n, n] = basis[half - n, n] = np.sqrt(0.5)
    vectors = np.linalg.eigh(basis.T @ matrix @ basis)[1]
    return abs(vectors[0, 0]) / np.sqrt(spacing)


def recursion_midpoint_value(root_kappa):
    eps = solve_state(False, root_kappa, 4000)[0]
    psi, _, h, norm = glued_solution(eps, False, root_kappa, 4000)
    return psi[0] / np.sqrt(2 * h * norm)


# ---------- example: N interstitial in bcc W, rough typical inputs ----------
eV, u, kB, hbar = const.e, const.atomic_mass, const.k, const.hbar
lattice_nm, barrier_eV, mass_u = 0.316, 0.70, 14.0
hop_nm = lattice_nm / 2
half_m = hop_nm / 2 * 1e-9
tungsten_u, tungsten_shift_nm = 183.84, 0.02
temperature_K = 1000.0
dipole_eV, strain = 10.0, 1e-6
barrier_change_eV = 0.05


def root_kappa_of(mass, barrier):
    return float(np.sqrt(2 * mass * u * barrier * eV) * half_m / hbar)


rk = root_kappa_of(mass_u, barrier_eV)
dressed_u = mass_u + 4 * tungsten_u * (tungsten_shift_nm / hop_nm)**2
rk_dressed = root_kappa_of(dressed_u, barrier_eV)

# Wronskian algorithm against subtraction of 160-digit energies
cases = [(8.0, 0), (16.0, 0), (32.0, 0), (rk, 0), (rk_dressed, 0), (rk, 1)]
table = []
pairs = {}
for root, level in cases:
    pair = reference_pair(root, level)
    pairs[(root, level)] = pair
    exact = float(pair[1] - pair[0])
    value = splitting(root, level)
    table.append((root, level, value, exact, value / exact - 1))
    assert exact > 0 and abs(value / exact - 1) < 1e-8
delta = table[3][2]
delta_ref = table[3][3]

# continuum identity with the series solutions themselves
eps_even, eps_odd = pairs[(rk, 0)]
far = wall_position(rk, 70.0)
nodes, weights = np.polynomial.legendre.leggauss(100)
overlap = mp.mpf(0)
for node, weight in zip(nodes, weights):
    point = far * (node + 1) / 2
    overlap += (weight * far / 2 * series_value(eps_even, False, rk, point)
                * series_value(eps_odd, True, rk, point))
continuum = float(1 / (mp.mpf(rk)**2 * overlap))
continuum_error = continuum / delta_ref - 1
assert abs(continuum_error) < 1e-10

# discrete identity is exact on a coarse grid where subtraction still works
e_even, p_even = solve_state(False, 8.0, 100)
e_odd, p_odd = solve_state(True, 8.0, 100)
coarse_ratio = wronskian_ratio(p_even, p_odd, 8.0, 100)
identity_error = coarse_ratio / (e_odd - e_even) - 1
coarse_grid_error = coarse_ratio / table[0][3] - 1
assert abs(identity_error) < 1e-8
assert abs(coarse_grid_error) > 100 * abs(identity_error)

# the series reference against an unrelated diagonalization
matrix8, y8 = sinc_hamiltonian(8.0)
values8, vectors8 = np.linalg.eigh(matrix8)
delta8 = values8[1] - values8[0]
assert abs(delta8 / table[0][3] - 1) < 1e-8

# fourth-order convergence
err500 = grid_splitting(rk, 500) / delta_ref - 1
err1000 = grid_splitting(rk, 1000) / delta_ref - 1
err4000 = grid_splitting(rk, 4000) / delta_ref - 1
assert 12 < err500 / err1000 < 20 and abs(err4000) < 1e-6

# plain subtraction fails in double precision
double_even = solve_state(False, rk, 4000)[0]
double_odd = solve_state(True, rk, 4000)[0]
subtraction = double_odd - double_even
assert abs(subtraction / delta_ref - 1) > 0.5

# a wrong energy costs a relative error linear in the energy error
changes = []
for offset in (1e-6, 1e-5):
    even = glued_solution(double_even + offset, False, rk, 4000)[0]
    odd = glued_solution(double_even + offset, True, rk, 4000)[0]
    changes.append(wronskian_ratio(even, odd, rk, 4000)
                   / grid_splitting(rk, 4000) - 1)
sensitivity = changes[0] / 1e-6
assert 9 < changes[1] / changes[0] < 11
assert abs(sensitivity) < 10 * rk

# dense eigenvectors: good midpoint value for a low barrier, lost for a high one
dense_low = dense_midpoint_value(16.0) / recursion_midpoint_value(16.0)
true_high = recursion_midpoint_value(rk_dressed)
dense_high = dense_midpoint_value(rk_dressed)
assert abs(dense_low - 1) < 1e-6
assert abs(dense_high / true_high - 1) > 0.5


# leading semiclassical formula and the 1/root_kappa law of its error
def semiclassical(root):
    return (16 * np.sqrt(2 * root / np.pi) / root * np.exp(-4 * root / 3))


scaled32 = (table[2][3] / semiclassical(32.0) - 1) * 32.0
scaled_rk = (delta_ref / semiclassical(rk) - 1) * rk
assert abs(scaled32 / scaled_rk - 1) < 0.1


# bias between the sites: two-level weight against a tilted double well
def upper_weight(gap, bias):
    root = np.hypot(gap, bias)
    return gap**2 / (2 * root * (root + bias))


dipole8 = abs(np.sum(vectors8[:, 0] * y8 * vectors8[:, 1]))
tilt = 3 * delta8 / (2 * dipole8)
tilted = np.linalg.eigh(matrix8 + np.diag(tilt * y8))[1][:, 0]
tilted_weight = np.sum(tilted[y8 > 1e-9]**2)
assert abs(tilted_weight / upper_weight(delta8, 3 * delta8) - 1) < 0.02
bias_eV = dipole_eV * strain
delta_eV = delta * barrier_eV

# thermal hopping and crossover temperature
mass_kg = mass_u * u
omega = np.sqrt(8 * barrier_eV * eV / (mass_kg * half_m**2))
omega_top = np.sqrt(4 * barrier_eV * eV / (mass_kg * half_m**2))
reduced_T = kB * temperature_K / (barrier_eV * eV)
hop_rate = omega / (2 * np.pi) * np.exp(-1 / reduced_T)
partition = quad(lambda y: np.exp(-(y**2 - 1)**2 / reduced_T), 0, 3)[0]
flux_rate = (np.sqrt(kB * temperature_K / (2 * np.pi * mass_kg))
             * np.exp(-1 / reduced_T) / (half_m * partition))
assert abs(flux_rate / hop_rate - 1) < 0.1
crossover_K = hbar * omega_top / (2 * np.pi * kB)
near_top = 0.999
turn = np.sqrt(1 - np.sqrt(near_top))
exponent = 2 * rk * quad(
    lambda t: np.sqrt(max((1 - (turn * np.sin(t))**2)**2 - near_top, 0.0))
    * turn * np.cos(t), -np.pi / 2, np.pi / 2)[0]
slope_per_eV = exponent / ((1 - near_top) * barrier_eV)
assert abs(slope_per_eV * kB * crossover_K / eV - 1) < 2e-3

# barrier uncertainty and lattice dressing
delta_low = (splitting(root_kappa_of(mass_u, barrier_eV - barrier_change_eV))
             * (barrier_eV - barrier_change_eV))
delta_high = (splitting(root_kappa_of(mass_u, barrier_eV + barrier_change_eV))
              * (barrier_eV + barrier_change_eV))
dressed_eV = table[4][2] * barrier_eV
assert delta_low > delta_eV > delta_high and dressed_eV < delta_eV

print(f"lattice constant (rough): {lattice_nm:.3f} nm")
print(f"hop length: {hop_nm:.3f} nm; half of it, a: {hop_nm/2:.3f} nm")
print(f"barrier (rough): {barrier_eV:.2f} eV; mass: {mass_u:.1f} u")
print(f"sqrt(kappa): {rk:.4f}; decay exponent 4 sqrt(kappa)/3: {4*rk/3:.3f}")
print(f"harmonic quantum of the well: {hbar*omega/eV:.5f} eV")
print(f"ground energy above well bottom: {double_even*barrier_eV:.6f} eV")
print("root_kappa level  Wronskian/V0      reference/V0      rel. error")
for root, level, value, exact, error in table:
    print(f"{root:9.4f} {level:3d}   {value:.9e}   {exact:.9e}   {error:.1e}")
print("reference energies of the example, in units of V0:")
print("  even:", mp.nstr(eps_even, 42))
print("  odd: ", mp.nstr(eps_odd, 42))
print(f"ground splitting: {delta_eV:.6e} eV = {delta_eV*eV:.4e} J")
print(f"first excited splitting: {table[5][2]*barrier_eV:.6e} eV")
print(f"excited/ground splitting ratio: {table[5][2]/delta:.2f}")
print(f"double-precision subtraction: {subtraction*barrier_eV:.1e} eV")
print(f"continuum identity, relative error: {continuum_error:.1e}")
print(f"grid identity, 100 steps, sqrt(kappa)=8, error: {identity_error:.1e}")
print(f"same coarse grid against true splitting: {coarse_grid_error:.2e}")
print(f"grid error, 500 steps: {err500:.3e}")
print(f"grid error, 1000 steps: {err1000:.3e}; ratio {err500/err1000:.2f}")
print(f"grid error, 4000 steps: {err4000:.3e}")
print(f"energy offset 1e-6 V0 = {1e-6*barrier_eV:.1e} eV")
print(f"  relative change of splitting: {changes[0]:.3e}")
print(f"  d ln(splitting)/d eps: {sensitivity:.1f}")
print(f"midpoint, dense/recursion - 1, sqrt(kappa)=16: {dense_low-1:.1e}")
print(f"midpoint psi(0), dressed mass, recursion: {true_high:.3e}")
print(f"midpoint psi(0), dressed mass, dense: {dense_high:.1e}")
print(f"semiclassical splitting: {semiclassical(rk)*barrier_eV:.4e} eV")
print(f"(true/semiclassical - 1)*sqrt(kappa), at 32: {scaled32:.4f}")
print(f"(true/semiclassical - 1)*sqrt(kappa), example: {scaled_rk:.4f}")
print(f"W displacement (rough): {tungsten_shift_nm:.2f} nm, 4 atoms")
print(f"dressed mass: {dressed_u:.2f} u; splitting: {dressed_eV:.3e} eV")
print(f"splitting at {barrier_eV-barrier_change_eV:.2f} eV: {delta_low:.3e} eV")
print(f"splitting at {barrier_eV+barrier_change_eV:.2f} eV: {delta_high:.3e} eV")
print(f"dipole anisotropy (rough): {dipole_eV:.0f} eV; strain: {strain:.0e}")
print(f"site bias: {bias_eV:.1e} eV; bias/splitting: {bias_eV/delta_eV:.2e}")
print(f"weight on the upper site: {upper_weight(delta_eV, bias_eV):.1e}")
print(f"tilted-well test, bias 3 splittings, weight: {tilted_weight:.5f}")
print(f"two-level formula, same case: {upper_weight(1.0, 3.0):.5f}")
print(f"temperature of use: {temperature_K:.0f} K")
print(f"thermal energy kT: {kB*temperature_K/eV:.4f} eV")
print(f"classical hopping rate: {hop_rate:.3e} 1/s")
print(f"flux-integral rate / harmonic rate: {flux_rate/hop_rate:.3f}")
print(f"splitting/h: {delta_eV*eV/const.h:.3e} Hz")
print(f"ideal site-to-site time h/(2 splitting): "
      f"{const.h/(2*delta_eV*eV):.3e} s")
print(f"crossover temperature: {crossover_K:.1f} K")
print("no test failed")
```

Running it gives:

```
lattice constant (rough): 0.316 nm
hop length: 0.158 nm; half of it, a: 0.079 nm
barrier (rough): 0.70 eV; mass: 14.0 u
sqrt(kappa): 54.0952; decay exponent 4 sqrt(kappa)/3: 72.127
harmonic quantum of the well: 0.05176 eV
ground energy above well bottom: 0.025759 eV
root_kappa level  Wronskian/V0      reference/V0      rel. error
   8.0000   0   9.477346379e-05   9.477346379e-05   3.7e-13
  16.0000   0   1.651293048e-09   1.651293048e-09   -3.1e-13
  32.0000   0   6.505432742e-19   6.505432742e-19   5.1e-13
  54.0952   0   8.111878500e-32   8.111878500e-32   -1.4e-12
  73.4107   0   4.566982188e-43   4.566982188e-43   -8.9e-12
  54.0952   1   6.644062739e-29   6.644062739e-29   -2.2e-13
reference energies of the example, in units of V0:
  even: 0.0367991751628310070844588392331537055181201
  odd:  0.0367991751628310070844588392332348243031166
ground splitting: 5.678315e-32 eV = 9.0977e-51 J
first excited splitting: 4.650844e-29 eV
excited/ground splitting ratio: 819.05
double-precision subtraction: -3.8e-15 eV
continuum identity, relative error: -2.2e-16
grid identity, 100 steps, sqrt(kappa)=8, error: -2.2e-13
same coarse grid against true splitting: -1.48e-05
grid error, 500 steps: -9.889e-05
grid error, 1000 steps: -6.186e-06; ratio 15.99
grid error, 4000 steps: -2.417e-08
energy offset 1e-6 V0 = 7.0e-07 eV
  relative change of splitting: 1.196e-04
  d ln(splitting)/d eps: 119.6
midpoint, dense/recursion - 1, sqrt(kappa)=16: 3.4e-11
midpoint psi(0), dressed mass, recursion: 4.123e-21
midpoint psi(0), dressed mass, dense: 2.6e-19
semiclassical splitting: 5.7577e-32 eV
(true/semiclassical - 1)*sqrt(kappa), at 32: -0.7508
(true/semiclassical - 1)*sqrt(kappa), example: -0.7461
W displacement (rough): 0.02 nm, 4 atoms
dressed mass: 25.78 u; splitting: 3.197e-43 eV
splitting at 0.65 eV: 7.401e-31 eV
splitting at 0.75 eV: 4.758e-33 eV
dipole anisotropy (rough): 10 eV; strain: 1e-06
site bias: 1.0e-05 eV; bias/splitting: 1.76e+26
weight on the upper site: 8.1e-54
tilted-well test, bias 3 splittings, weight: 0.02567
two-level formula, same case: 0.02566
temperature of use: 1000 K
thermal energy kT: 0.0862 eV
classical hopping rate: 3.712e+09 1/s
flux-integral rate / harmonic rate: 0.973
splitting/h: 1.373e-17 Hz
ideal site-to-site time h/(2 splitting): 3.642e+16 s
crossover temperature: 67.6 K
no test failed
```
